\section*{Loss of Shear Stiffness in Keating Silicon as Bond Bending Vanishes}

\section{What a wrong softening calculation looks like}

Suppose strong electronic excitation of silicon is imitated by reducing the bond-bending constant of a valence force model, and the elastic constants are then computed by straining the cell with the atoms carried along rigidly. With the silicon parameters used below, $C_{44}$ then stays at $0.55\ \mathrm{eV/\AA^3}$ when the bending constant is zero. The crystal appears to keep one of its two cubic shear stiffnesses. In fact it has lost both. The missing ingredient is the relative shift of the two sublattices, which lets a shear proceed without stretching a bond.

A different error is to scale all force constants down together. This lowers the bulk modulus in the same proportion as the shear moduli and misses the selective loss of resistance to shear. For the Keating model at zero stress, the correct harmonic moduli are
\begin{equation}
K=\frac{3\alpha+\beta}{3a},\qquad
C'=\frac{C_{11}-C_{12}}{2}=\frac{2\beta}{a},\qquad
C_{44}=\frac{4\alpha\beta}{a(\alpha+\beta)} .
\label{main}
\end{equation}
Here $\alpha$ is the stretching constant, $\beta$ the bending constant and $a$ the cubic lattice constant. As $\beta\to0$ at fixed $\alpha$, both shear moduli vanish and $K\to\alpha/a$.

\section{Energy and geometry}

The algebra holds in atomic units; numerical values are in eV and \AA. The nuclei are classical except in the phonon energies and the equilibrium rms displacements, which use quantum harmonic oscillators. The bonds from an atom of the first sublattice are
\begin{equation}
\mathbf b_i=\frac a4\boldsymbol\sigma_i,\qquad
\boldsymbol\sigma_i\in\{(1,1,1),(1,-1,-1),(-1,1,-1),(-1,-1,1)\}.
\end{equation}
Each has $\sigma_x\sigma_y\sigma_z=1$ and length $d$, with $d^2=3a^2/16$. The primitive cell has volume $V_0=a^3/4$, two atoms, four bonds and twelve angles, six at each atom. Since $3/(8d^2)=2/a^2$, the Keating energy per cell is
\begin{equation}
E=\frac{2\alpha}{a^2}\sum_{\rm bonds}(r_i^2-d^2)^2
+\frac{2\beta}{a^2}\sum_{\rm atoms}\sum_{i<j}
\left(\mathbf r_i\cdot\mathbf r_j+\frac{d^2}{3}\right)^2 .
\label{energy}
\end{equation}
Both brackets vanish in the undistorted crystal, where $\boldsymbol\sigma_i\cdot\boldsymbol\sigma_j=-1$ for $i\ne j$.

A homogeneous deformation $F$ with sublattice shift $\mathbf w$ gives $\mathbf r_i=F\mathbf b_i+\mathbf w$. At the second atom all bond vectors change sign, so its six scalar products equal those at the first.

\section{The three moduli}

\subsection{Dilation}

Let $F=s\,\mathbf 1$ and $t=s^2-1$. Each bond bracket is $d^2t$ and each angle bracket is $-d^2t/3$. With $d^4=9a^4/256$,
\begin{equation}
E=\frac{2d^4t^2}{a^2}\left(4\alpha+\frac{12\beta}{9}\right)
=\frac{3a^2}{32}(3\alpha+\beta)t^2 .
\label{dilation}
\end{equation}
For $s=1+\varepsilon$, $t\simeq2\varepsilon$. Dividing by $V_0$ gives the density $3(3\alpha+\beta)\varepsilon^2/(2a)$. The relative volume change is $3\varepsilon$, so this density must equal $9K\varepsilon^2/2$, which gives $K$ in (\ref{main}). The stretching term is enough by itself to resist a uniform dilation, which changes the length of every bond; bending adds the smaller term in $\beta$.

\subsection{Shear along the cubic axes}

Take strains $(e,-e,0)$ along $x,y,z$. To first order $r_i^2$ changes by $2e(a^2/16)(\sigma_x^2-\sigma_y^2)=0$, so stretching costs nothing at quadratic order.

For two bonds $i,j$ let $S_x=\sigma_{ix}\sigma_{jx}$, and similarly for $y,z$. Each pair has one $S$ equal to $+1$ and two equal to $-1$; each axis carries the $+1$ in two of the six pairs. The scalar product changes by
\begin{equation}
\delta(\mathbf r_i\cdot\mathbf r_j)=\frac{a^2}{16}\,2e(S_x-S_y).
\end{equation}
Here $S_x-S_y=\pm2$ for four pairs and zero for two, so $\sum(S_x-S_y)^2=16$ at each atom. Thus
\begin{equation}
E=\frac{2\beta}{a^2}\,2\,\frac{a^4}{256}\,4e^2\,16=\beta a^2e^2 .
\end{equation}
A shift $\mathbf w$ does not couple linearly to this strain: the twofold rotations about the cubic axes through an atom preserve the strain but reverse any chosen component of $\mathbf w$ in at least one case. The cubic elastic density is $(C_{11}-C_{12})e^2=2C'e^2$. Equating it to $4\beta e^2/a$ gives $C'=2\beta/a$.

\subsection{Shear with a sublattice shift}

Now let the engineering shear be $\gamma=2e_{xy}$. The same rotations permit a linear coupling to a shift $w$ along $z$ and forbid one along $x$ or $y$. The change of a bond is
\begin{equation}
\delta\mathbf r_i=\frac{a\gamma}{8}(\sigma_{iy},\sigma_{ix},0)+(0,0,w).
\end{equation}
Using $\sigma_x\sigma_y=\sigma_z$,
\begin{equation}
\delta(r_i^2)=2\mathbf b_i\cdot\delta\mathbf r_i
=\frac a2\sigma_{iz}\left(w+\frac{a\gamma}{4}\right).
\end{equation}
The four squares are equal, and the stretching energy is $(2\alpha/a^2)\,4\,(a^2/4)(w+a\gamma/4)^2$.

For the angles,
\begin{equation}
\delta(\mathbf r_i\cdot\mathbf r_j)=\frac a4\left[
\frac{a\gamma}{4}(\sigma_{ix}\sigma_{jy}+\sigma_{iy}\sigma_{jx})
+w(\sigma_{iz}+\sigma_{jz})\right].
\end{equation}
If both $\sigma_z=+1$, the two sums are $-2$ and $+2$; if both are $-1$, they are $+2$ and $-2$; if the signs differ, both sums vanish. Two angles per atom therefore contribute, each with square $(a^2/4)(w-a\gamma/4)^2$. With four such angles per cell,
\begin{equation}
E=2\alpha\left(w+\frac{a\gamma}{4}\right)^2
+2\beta\left(w-\frac{a\gamma}{4}\right)^2 .
\label{shear}
\end{equation}
Stretching favours $w=-a\gamma/4$, bending the opposite shift. Setting $\partial E/\partial w=0$ gives
\begin{equation}
w=-\frac{a\gamma}{4}\zeta,\qquad
\zeta=\frac{\alpha-\beta}{\alpha+\beta}.
\end{equation}
The brackets in (\ref{shear}) become $(a\gamma/2)\beta/(\alpha+\beta)$ and $-(a\gamma/2)\alpha/(\alpha+\beta)$. Hence
\begin{equation}
E_{\min}=\frac{a^2\gamma^2}{2}\,
\frac{\alpha\beta^2+\beta\alpha^2}{(\alpha+\beta)^2}
=\frac{a^2\gamma^2}{2}\,\frac{\alpha\beta}{\alpha+\beta}.
\end{equation}
Division by $V_0$ and comparison with $C_{44}\gamma^2/2$ give the last result in (\ref{main}).

Clamping the shift at $w=0$ gives instead $E=(\alpha+\beta)a^2\gamma^2/8$ and
\begin{equation}
C_{44}^{\rm clamped}=\frac{\alpha+\beta}{a}\longrightarrow\frac{\alpha}{a}
\quad(\beta\to0).
\end{equation}
The whole of this remaining stiffness is due to the constraint on $w$.

\subsection{Limits and implementation}

For $\beta\ll\alpha$, $C'\simeq2\beta/a$ and $C_{44}\simeq4\beta/a$, so their ratio tends to $1/2$. In the opposite limit, $\alpha\to0$ at fixed $\beta$, $C_{44}\simeq4\alpha/a$ vanishes while $C'$ and $K=\beta/(3a)$ survive. Scaling $\alpha$ and $\beta$ by a common factor scales every modulus by that factor and leaves $\zeta$ unchanged.

In a numerical calculation, let $H$ be the matrix of second derivatives of the cell energy, divided into strain ($s$) and shift ($w$) blocks. Minimization over the shift gives
\begin{equation}
C=\frac1{V_0}\left(H_{ss}-H_{sw}H_{ww}^{-1}H_{ws}\right).
\end{equation}
Equation (\ref{shear}) shows that the diagonal entries of $H_{ww}$ are $4(\alpha+\beta)$. This elimination therefore remains well conditioned at $\beta=0$. What becomes singular is the relaxed matrix $C$, so a cell optimizer that inverts it will fail there.

\section{Why the soft directions are so numerous}

At $\beta=0$ the harmonic energy is a sum of four squares, one for each bond. Six strains and three shifts are subject to these four constraints. The constraints are independent, because dilation and the three shifts paired with shears in (\ref{shear}) give four independent patterns of bond stretching. Five free directions remain, and they are the five volume-conserving shears, three of them accompanied by a shift.

The same counting applies to phonons. For displacements $\mathbf u_A,\mathbf u_B$ of wavevector $\mathbf q$, the bond extensions are proportional to
\begin{equation}
c_i=\mathbf b_i\cdot\left(e^{i\mathbf q\cdot\mathbf b_i}\mathbf u_B-\mathbf u_A\right).
\end{equation}
A linear relation $\sum_i\lambda_ic_i=0$ for all displacements would require both $\sum_i\lambda_i\mathbf b_i=0$ and $\sum_i\lambda_ie^{i\mathbf q\cdot\mathbf b_i}\mathbf b_i=0$. The four tetrahedral vectors obey one linear relation, with equal coefficients. All $\lambda_i$ must then be equal, and so must all phases. That happens when $\mathbf q$ is zero or a reciprocal lattice vector. At every other wavevector, four independent constraints act on six displacements, and two branches have zero frequency. The softening thus reaches atomic wavelengths and does not need a macroscopic shear of the irradiated layer.

A small $\beta$ adds a perturbation linear in $\beta$ within this two-dimensional space of free modes. Their $\omega^2$ is therefore proportional to $\beta$ at leading order, and their frequency to $\sqrt\beta$. The zone-centre optical mode behaves differently. Setting $\gamma=0$ in (\ref{shear}) gives $E=2(\alpha+\beta)w^2$. With reduced mass $M/2$, equating this to $(M/4)\omega^2w^2$ yields $\omega^2=8(\alpha+\beta)/M$, which stays finite.

\section{Finite shear and pressure}

\subsection{The free path shrinks the cell}

At $\beta=0$ any four bond vectors of length $d$ have zero energy, so the shears are free at finite amplitude too, provided that the volume may adjust. For the axial shear take $F=s\,\mathrm{diag}(1+e,1-e,1)$. Constant bond length requires $s^2(1+2e^2/3)=1$, and
\begin{equation}
\frac V{V_0}=s^3(1-e^2)\simeq(1-e^2)(1-e^2)\simeq1-2e^2 .
\label{volA}
\end{equation}

For the other shear let $h=\gamma/2$, let the diagonal of $F$ be $(A,A,B)$, and write $w=(a/4)v$. Bonds with $\sigma_z=\pm1$ keep their length if
\begin{equation}
2(A\pm h)^2+(B\pm v)^2=3 .
\end{equation}
The difference of the two conditions gives $v=-2Ah/B\simeq-2h$. Half their sum gives $2A^2+B^2=3-2h^2-v^2\simeq3-6h^2$. With $A=1+\delta_A$ and $B=1+\delta_B$, this means $2\delta_A+\delta_B\simeq-3h^2$, and
\begin{equation}
\frac V{V_0}=(A^2-h^2)B\simeq1+2\delta_A+\delta_B-h^2=1-4h^2 .
\label{volB}
\end{equation}
Cubic symmetry forbids quadratic cross terms between the two kinds of shear, so every small free shear reduces the volume.

If the volume is instead held fixed, $F=(1-e^2)^{-1/3}\mathrm{diag}(1+e,1-e,1)$. Then $r_i^2/d^2\simeq1+2e^2/3+2e^2/3=1+4e^2/3$, and the energy density is
\begin{equation}
\frac1{V_0}\,\frac{2\alpha}{a^2}\,4\,d^4\,\frac{16e^4}{9}
=\frac{2\alpha e^4}{a}.
\label{quartic}
\end{equation}
The energy has become quartic in the strain, and the restoring force cubic. This term equals the harmonic cost $4\beta e^2/a$ at $e=\sqrt{2\beta/\alpha}$, an estimate valid for small $\beta/\alpha$.

\subsection{Compression removes the remaining stability}

Under an external pressure $p$ the relevant function is the enthalpy $E+pV$. For $F=s\,\mathbf1$, equation (\ref{dilation}) gives the equilibrium condition
\begin{equation}
\frac{3a^2}{8}(3\alpha+\beta)st+\frac{3pa^3s^2}{4}=0
\quad\Rightarrow\quad t=-\frac{2pas}{3\alpha+\beta}.
\label{equil}
\end{equation}
Now add the shear, $F=\mathrm{diag}(s+e,s-e,s)$. The bond bracket is $d^2(t+2e^2/3)$. The angle bracket is
\begin{equation}
\frac{d^2}{3}\left[-t+2se(S_x-S_y)+e^2(S_x+S_y)\right].
\end{equation}
At each atom $\sum(S_x+S_y)=-4$, so the $e^2$ part of the sum of squares is $(d^4/9)(64s^2+8t)e^2$. Collecting all terms in $e^2$,
\begin{align}
\delta E&=\frac{2\alpha}{a^2}\,4d^4\,\frac{4t}{3}e^2
+\frac{2\beta}{a^2}\,2\,\frac{d^4}{9}(64s^2+8t)e^2\nonumber\\
&=a^2e^2\left[\frac{(3\alpha+\beta)t}{8}+\beta s^2\right]
=a^2e^2\left[\beta s^2-\frac{pas}{4}\right].
\end{align}
The volume is $V_0s(s^2-e^2)$ and contributes $-pse^2$ per reference volume. The total density is $(4\beta s^2/a-2ps)e^2$. Written as $2C'_{\rm eff}e^2$, it gives
\begin{equation}
C'_{\rm eff}=\frac{2\beta s^2}{a}-ps .
\label{press}
\end{equation}
For $\beta$ and $pa$ much smaller than $\alpha$, the second shear follows by evaluating the small terms along the free path. Its bending part is $4\beta/a$, and (\ref{volB}) contributes $-4ph^2=-p\gamma^2$. Comparison with $C_{44}\gamma^2/2$ gives $C_{44,\rm eff}\simeq4\beta/a-2p$. To this order both curvatures vanish at $p=2\beta/a$. These are curvatures per reference volume for strains measured from the uncompressed lattice; their zeros locate the instability against homogeneous shear.

\section{Numbers for excited silicon}

Rough typical silicon values are $\alpha=3.0\ \mathrm{eV/\AA^2}$, $\beta_0=0.85\ \mathrm{eV/\AA^2}$ and $a=5.43$~\AA. Before softening,
\begin{align}
K&=\frac{9.00+0.85}{3(5.43)}=0.605\ \mathrm{eV/\AA^3},\qquad
C'=\frac{1.70}{5.43}=0.313\ \mathrm{eV/\AA^3},\nonumber\\
C_{44}&=\frac{4(3.0)(0.85)}{5.43(3.85)}=0.488\ \mathrm{eV/\AA^3}.
\end{align}
These are 97, 50 and 78~GPa. With $\alpha$ and $a$ held fixed, lowering $\beta$ gives the following values, in $\mathrm{eV/\AA^3}$ for the moduli and meV for the transverse acoustic phonon at the zone edge X.
\begin{center}
\begin{tabular}{ccccc}
$\beta/\beta_0$ & $K$ & $C'$ & $C_{44}$ & TA(X)\\
1 & 0.605 & 0.313 & 0.488 & 31.8\\
0.5 & 0.579 & 0.157 & 0.274 & 22.5\\
0.1 & 0.558 & 0.031 & 0.061 & 10.1\\
0 & 0.552 & 0 & 0 & 0
\end{tabular}
\end{center}
The bulk modulus keeps 91\% of its initial value, or 89~GPa. Relative to its initial value, $C_{44}$ falls more slowly than $C'$ at first, because the factor $\alpha/(\alpha+\beta)$ grows as $\beta$ decreases. The TA(X) energy follows $\sqrt\beta$ exactly, with $M\omega^2=8\beta$. At a general wavevector this law holds only for $\beta\ll\alpha$; long transverse waves along a cube axis follow $\sqrt{C_{44}}$. As a separate test of the moduli at $\beta_0$, the transverse sound speeds obtained from the dynamical matrix at $q=0.01/a$ reproduce $C_{44}$ and $C'$ to within one part in $10^4$.

In real silicon the moduli are roughly 100, 50 and 80~GPa, so the unexcited model is sound for elasticity. It is poorer at short wavelength: the measured TA(X) energy is roughly 19~meV, and the model value is 1.7 times as large. Forces beyond the Keating terms are needed there. Femtosecond excitation need not leave $\alpha$ fixed either. If $\alpha$ also drops by 20\%, the final bulk modulus is $0.442\ \mathrm{eV/\AA^3}$ instead of 0.552, while the shear moduli still vanish. The model does not supply the relation between carrier density and $\beta$; that needs an electronic-structure calculation.

Within the model, stress matters near the end of the softening. A pressure of 1~GPa is $0.00624\ \mathrm{eV/\AA^3}$ and removes shear stability at
\begin{equation}
\frac\beta{\beta_0}\simeq\frac{pa}{2\beta_0}
=\frac{0.00624(5.43)}{1.70}=0.020 .
\end{equation}
At $\beta/\beta_0=0.1$ the curvature of $C'$ type vanishes at $0.0307\ \mathrm{eV/\AA^3}$ and that of $C_{44}$ type at 0.0313, close to the common leading-order value. These thresholds hold for $\alpha$, $\beta$ and $d$ independent of volume, and they should not be read as values for silicon. At $\beta_0$ the model makes both shear moduli fall under compression, with pressure slopes of about $-1.2$ for $C'$ and $-1.5$ for $C_{44}$, whereas the measured slopes in unexcited silicon are positive, roughly $+0.1$ and $+0.8$. A real threshold needs the volume dependence of the force constants.

Thermal motion also limits the harmonic description. In equilibrium at 300~K the harmonic three-dimensional rms displacement of an atom is 4.9\% of the bond length at $\beta_0$, 12\% at $0.1\beta_0$ and 26.5\% at $0.02\beta_0$. The last value is a sign of failure, not a prediction: at that $\beta$ the quartic cost (\ref{quartic}) already equals the harmonic one at a strain of about 0.11.

A sudden pulse does not create this equilibrium at once. For a time scale, let $\beta$ drop to zero and let the atoms drift with their classical thermal velocities. Two free modes per cell carry kinetic energy $k_BT/2$ each, shared by two atoms, so $M\langle v^2\rangle=k_BT$ per atom. At 300~K the speed is $0.00298$~\AA/fs, and a tenth of a bond, 0.235~\AA, is crossed in about 79~fs. This is shorter than the few hundred femtoseconds to picoseconds over which excited electrons typically heat the lattice, so displacements of this size can develop before the lattice is hot. In this sense the process is nonthermal. The estimate assumes complete and instantaneous loss of bending stiffness; any remaining $\beta$ restrains the drift. It also covers only the start of the motion: at fixed volume, larger displacements stretch the bonds, as in (\ref{quartic}), and this can turn the atoms back even at $\beta=0$. Vanishing shear moduli show that the crystal has lost its harmonic resistance to shear. They do not by themselves show that it becomes a liquid, which requires the anharmonic motion that follows. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
INPUTS (silicon, rough typical values)
alpha = 3.00 eV/A^2
beta0 = 0.85 eV/A^2
lattice constant a = 5.43 A
bond length d = 2.351 A
atomic mass = 28.09 u
temperature = 300 K
MODULI in eV/A^3, zeta without unit, TA(X) phonon in meV
beta/beta0 = 1.00: K = 0.6047, C' = 0.3131, C44 = 0.4879
   clamped C44 = 0.7090, zeta = 0.558, TA(X) = 31.81
beta/beta0 = 0.50: K = 0.5786, C' = 0.1565, C44 = 0.2742
   clamped C44 = 0.6308, zeta = 0.752, TA(X) = 22.49
beta/beta0 = 0.10: K = 0.5577, C' = 0.0313, C44 = 0.0609
   clamped C44 = 0.5681, zeta = 0.945, TA(X) = 10.06
beta/beta0 = 0.02: K = 0.5535, C' = 0.0063, C44 = 0.0125
   clamped C44 = 0.5556, zeta = 0.989, TA(X) = 4.50
beta/beta0 = 0.00: K = 0.5525, C' = 0.0000, C44 = 0.0000
   clamped C44 = 0.5525, zeta = 1.000, TA(X) = 0.00
MAIN RESULTS CONVERTED
at beta0: K = 96.9 GPa, C' = 50.2 GPa, C44 = 78.2 GPa
at beta = 0: K = 88.5 GPa
bulk modulus kept at beta = 0: 91.4 %
soft homogeneous directions at beta = 0: 5
zone-centre optical phonon at beta0 = 67.7 meV
SIZE OF NEGLECTED EFFECTS
chosen pressure 1 GPa = 0.00624 eV/A^3
beta/beta0 at which it removes shear stability (leading order) = 0.0199
beta/beta0 = 0.10: C' lost at 0.0307 eV/A^3, C44 lost at 0.0313 eV/A^3
K at beta = 0 with alpha also 20 % lower = 0.4420 eV/A^3
rough measured TA(X) size (input) = 19 meV
model TA(X) / rough measured size = 1.7
beta/beta0 = 1.00: harmonic rms displacement = 0.114 A = 4.9 % of d
beta/beta0 = 0.10: harmonic rms displacement = 0.288 A = 12.3 % of d
beta/beta0 = 0.02: harmonic rms displacement = 0.623 A = 26.5 % of d
beta/beta0 = 0.02: quartic cost equals quadratic at e = 0.106
thermal speed in the two free branches = 0.00298 A/fs
free drift time over d/10 = 79 fs
\end{verbatim}
